# Sah-Noyce-Shockley recombination current for midgap traps in a forward-biased junction

**Q.** The diffusion current of a p-n junction grows as $e^{qV/kT}$. You want to add a current from recombination inside the depletion region. That region is named for having almost no carriers. What is there to recombine?

**A.** Under forward bias $V>0$, electrons enter it from the n side and holes from the p side. In the middle of the region their densities are far below the doping, but traps there can still capture one of each. The first thing needed is the rate.

Let $N_t$ be the trap density, $f$ the fraction of traps holding an electron, and $c_n$, $c_p$ the capture coefficients. Electrons are captured at the rate $N_tc_nn(1-f)$ and emitted at the rate $N_te_nf$. In equilibrium the two are equal, so $e_n=c_nn(1-f)/f$. There $n=n_ie^{(E_F-E_i)/kT}$ and $(1-f)/f=e^{(E_t-E_F)/kT}$, with any level degeneracy absorbed in the trap energy $E_t$. Hence

$$e_n=c_nn_1,\qquad n_1=n_ie^{(E_t-E_i)/kT}.$$

The same argument for holes gives $e_p=c_pp_1$ with $p_1=n_ie^{(E_i-E_t)/kT}$, so $n_1p_1=n_i^2$. I assume that these emission coefficients keep their equilibrium values under bias and in the junction field. This leaves out field-enhanced emission and tunnelling through traps.

In steady state the net electron capture equals the net hole capture:

$$c_nn(1-f)-c_nn_1f=c_ppf-c_pp_1(1-f).$$

Collecting the terms in $f$,

$$f=\frac{c_nn+c_pp_1}{S},\qquad S=c_n(n+n_1)+c_p(p+p_1).$$

The net recombination rate is the left side of the balance times $N_t$:

$$U=N_tc_n\,[\,n-f(n+n_1)\,]=N_tc_n\frac{nS-(n+n_1)(c_nn+c_pp_1)}{S}.$$

The terms in $c_n$ cancel in the numerator. What remains is $c_p[n(p+p_1)-(n+n_1)p_1]=c_p(np-n_1p_1)$. With the lifetimes $\tau_n=1/(N_tc_n)$ and $\tau_p=1/(N_tc_p)$,

$$U=\frac{np-n_i^2}{\tau_p(n+n_1)+\tau_n(p+p_1)}.$$

**Q.** That still needs $n$ and $p$ at every point, and the junction is out of equilibrium. How do you get them without solving the transport equations?

**A.** By assuming that the quasi-Fermi levels are flat across the space-charge region. Put the p side on the left and the n side on the right, and let $\psi$ be the electrostatic potential in units of $kT/q$, rising to the right. With Boltzmann statistics,

$$n=n_ie^{\psi-\psi_n},\qquad p=n_ie^{\psi_p-\psi},$$

where $\psi_n$ and $\psi_p$ are the quasi-Fermi potentials in the same unit. Each is fixed by the contact where its carrier is the majority, so $\psi_p-\psi_n=v$ with $v=qV/kT$. Multiplying the densities gives $np=n_i^2e^v$ throughout the region.

The densities are equal where $\psi=(\psi_n+\psi_p)/2$. Let $u$ be $\psi$ measured from that value. Then

$$n=a\,e^{u},\qquad p=a\,e^{-u},\qquad a=n_ie^{v/2}.$$

**Q.** A current flows, so the levels cannot be quite flat.

**A.** Correct: a current requires a gradient, and flatness is an approximation. The numerical check solves the full drift-diffusion problem with the levels left free, for a model diode with these round parameters:

- $T=300$ K, so $kT/q=25.85$ mV;
- $n_i=10^{10}$ cm⁻³, and doping $N=10^{17}$ cm⁻³ on each side of an abrupt junction;
- relative permittivity 12, both lifetimes 10 ns, both diffusion coefficients 20 cm²/s;
- ohmic contacts 5 µm from the junction on each side.

At $V=0.30$ V the larger of the two quasi-Fermi variations across the space-charge region is about $0.001\,kT$. The region is counted here as the part where the majority density is below $N/e$.

**Q.** Fine. Where in the region does the recombination take place?

**A.** Take midgap traps, meaning a trap level at the intrinsic level, $n_1=p_1=n_i$, and equal lifetimes $\tau_n=\tau_p=\tau$. Inserting the densities,

$$U=\frac{n_i^2(e^v-1)}{\tau\,(2n_ie^{v/2}\cosh u+2n_i)}.$$

Write $e^v-1=2e^{v/2}\sinh(v/2)$ and divide numerator and denominator by $2n_ie^{v/2}$:

$$U=\frac{n_i}{\tau}\,\frac{\sinh(v/2)}{\cosh u+e^{-v/2}}.$$

The maximum is at $u=0$, where $n=p$. The reason is simple: the product $np$ is the same everywhere in the region, so the rate is largest where the sum $n+p$ is smallest. Away from that plane one carrier is plentiful, but the other is too scarce.

For $v\gg1$, $\sinh(v/2)\to e^{v/2}/2$ and the peak rate is $n_ie^{v/2}/(2\tau)$. The rate has fallen to half when $\cosh u=2$, that is at $|u|\approx1.3$. The active layer is therefore a few $kT/q$ of potential wide.

**Q.** Then the current should be the peak rate times the width of the depletion region, perhaps with some factor of order one.

**A.** The factor is not of order one when the barrier is many $kT/q$ high, because the active layer is then a small part of the region. The integral shows by how much.

In steady state the electron current obeys $dJ_n/dx=qU$. The electron current entering from the n side thus exceeds the part leaving into the p side by

$$J=q\int U\,dx,$$

and this is the recombination current. Let $F$ be the magnitude of the field at the plane $n=p$, and treat it as constant across the active layer. Since $u$ is potential in units of $kT/q$, $du/dx=qF/kT$, or $dx=(kT/qF)\,du$. The integrand falls as $e^{-|u|}$, so the limits may be moved to infinity if the barrier extends many $kT/q$ to each side:

$$J=q\,\frac{n_i}{\tau}\,\frac{kT}{qF}\,\sinh\frac v2\int_{-\infty}^{\infty}\frac{du}{\cosh u+\cos\theta},\qquad \cos\theta=e^{-v/2}.$$

For $v>0$ the angle lies between $0$ and $\pi/2$. Substitute $z=e^u$, so that $du=dz/z$ and $\cosh u=(z+1/z)/2$:

$$\int_0^\infty\frac{2\,dz}{z^2+2z\cos\theta+1}=\int_0^\infty\frac{2\,dz}{(z+\cos\theta)^2+\sin^2\theta}=\frac{2}{\sin\theta}\left[\arctan\frac{z+\cos\theta}{\sin\theta}\right]_0^\infty.$$

The upper limit gives $\pi/2$. The lower gives $\arctan(\cot\theta)=\pi/2-\theta$. The integral is $2\theta/\sin\theta$.

To simplify the product with $\sinh(v/2)$, note that $\sin^2\theta=1-e^{-v}$, so

$$\sinh\frac v2=\tfrac12e^{v/2}(1-e^{-v})=\tfrac12e^{v/2}\sin^2\theta .$$

Therefore $\sinh(v/2)\cdot2\theta/\sin\theta=e^{v/2}\,\theta\sin\theta$. Because $e^{v/2}=1/\cos\theta$, this equals $\theta\tan\theta$. Finally $\tan^2\theta=1/\cos^2\theta-1=e^v-1$. Calling the tangent $s$,

$$J=q\,\frac{n_i}{\tau}\,\frac{kT}{qF}\;s\arctan s,\qquad s=\sqrt{e^v-1}.$$

**Q.** What does this say at large and small bias?

**A.** For $v\gg1$, $s\to e^{v/2}$ and $\arctan s\to\pi/2$, so

$$J\to q\,\frac{n_ie^{qV/2kT}}{\tau}\,w,\qquad w=\frac{\pi kT}{2qF}.$$

The exponent is $qV/2kT$ because at the active plane each carrier density is $n_ie^{v/2}$: the two carriers share the applied voltage equally.

For $v\ll1$, $s^2\approx v$ and $\arctan s\approx s$, so $s\arctan s\approx v$ and $J\approx qn_iV/(\tau F)$. The current is then proportional to the voltage and vanishes at $V=0$, as it must.

**Q.** I would have integrated the normalized peak $1/\cosh u$, found $\pi$, and called the width $\pi kT/(qF)$. You have half of that.

**A.** Both widths are right, with different reference rates. The peak rate is $n_ie^{v/2}/(2\tau)$, and relative to it the width is $\pi kT/(qF)$. Relative to $n_ie^{v/2}/\tau$, which is twice the peak rate, the width is $\pi kT/(2qF)$. The product is the same. An error of two arises if the width from one convention is multiplied by the rate from the other.

**Q.** The result depends on $F$, which you have not calculated. The depletion approximation would give a maximum field from $V_{bi}-V$. Is that good enough?

**A.** In a symmetric junction, nearly, but one integration of Poisson's equation does better. In the symmetric junction the plane $u=0$ is the metallurgical plane. I neglect the charge held by the traps, which requires $N_t\ll N$. With $c=\sigma v_{th}$, $v_{th}\approx2\times10^7$ cm/s and $\tau=10$ ns, $N_t/N$ is 0.05 for $\sigma=10^{-15}$ cm² but 0.5 for $\sigma=10^{-16}$ cm², so the model diode needs traps with a large cross-section. On the n side the charge density is then $q(N+p-n)$, and $n-p=2a\sinh u$, so with permittivity $\varepsilon$

$$\frac{d^2u}{dx^2}=-\frac{q^2}{\varepsilon kT}\,(N-2a\sinh u).$$

Multiply by $2\,du/dx$. The left side becomes the derivative of $(du/dx)^2$. Integrate from $u=0$ to the neutral bulk, where $u=u_b$, $\sinh u_b=N/2a$ and $du/dx=0$:

$$-\left(\frac{du}{dx}\right)^2_{u=0}=-\frac{2q^2}{\varepsilon kT}\,[\,Nu_b-2a(\cosh u_b-1)\,].$$

Since $F=(kT/q)\,du/dx$,

$$F^2=\frac{2kT}{\varepsilon}\,[\,Nu_b-2a(\cosh u_b-1)\,].$$

In low injection $a\ll N$. Then $2a\cosh u_b\approx N$, the remaining $2a$ is negligible, and $u_b\approx\ln(N/a)=\ln(N/n_i)-v/2$. With $V_{bi}=(2kT/q)\ln(N/n_i)$ this is $u_b=q(V_{bi}-V)/2kT$. Hence

$$F^2\approx\frac{2kTN}{\varepsilon}(u_b-1)=\frac{qN}{\varepsilon}\left(V_{bi}-V-\frac{2kT}{q}\right).$$

The carriers that spill into the edges of the region lower the effective barrier by $2kT/q$. I shall write $y=q(V_{bi}-V)/kT-2$, so that $F^2=NkTy/\varepsilon$ and $u_b-1=y/2$.

The form with $V_{bi}$ belongs to the symmetric junction. In a one-sided junction the plane $n=p$ lies inside the lightly doped side, where the field is well below its maximum. The integration above still applies there, with $N$ the lighter doping and $y=2(u_b-1)$, $u_b=\ln(N/a)$. For $10^{19}$ cm⁻³ against $10^{16}$ or $10^{17}$ cm⁻³ at 0.3 V, inserting the maximum field of the depletion approximation instead would make $J$ too small by a factor of 1.8 or 1.7. The correction for a non-uniform field derived below also assumes the symmetric case.

**Q.** Put numbers in. I want to see how narrow this layer is.

**A.** For the model diode $V_{bi}=0.8334$ V. At $V=0.30$ V, $v=11.605$ and $y=18.63$. The effective barrier is $0.8334-0.3000-0.0517=0.4817$ V, which gives $F=8.52\times10^4$ V/cm. The drift-diffusion solution gives $8.51\times10^4$ V/cm on a mesh of 801 nodes and $8.52\times10^4$ V/cm on one four times finer.

Then $kT/(qF)=0.025852/(8.522\times10^4)$ cm $=3.03$ nm, and $w=(\pi/2)\times3.033$ nm $=4.76$ nm. The depletion width, defined by $2\varepsilon F/(qN)$, is 113 nm.

The density at the plane $n=p$ is $a=3.31\times10^{12}$ cm⁻³, so the reference rate $a/\tau$ is $3.31\times10^{20}$ cm⁻³ s⁻¹. The large-$v$ formula gives

$$J=(1.602\times10^{-19})(3.3105\times10^{20})(4.765\times10^{-7})=2.53\times10^{-5}\ \text{A/cm}^2.$$

The closed form with $s\arctan s$ gives $2.52\times10^{-5}$ A/cm². Your estimate, the peak rate filling the whole depletion width, gives $3.00\times10^{-4}$ A/cm², about twelve times the closed form, and about eleven times the more accurate value $2.72\times10^{-5}$ A/cm² found below.

**Q.** You held the field constant, but in an abrupt junction it falls linearly away from the centre. How large is the error?

**A.** It can be found to first order. Integrating Poisson's equation from a general $u$ instead of zero gives

$$F(u)^2=\frac{2kT}{\varepsilon}\,[\,N(u_b-|u|)-2a(\cosh u_b-\cosh u)\,].$$

In the active layer $a\cosh u\ll N$, so the bracket is $N(u_b-1-|u|)$. Dividing by its value at $u=0$ and using $u_b-1=y/2$,

$$F(u)\approx F\sqrt{1-\frac{2|u|}{y}},\qquad \frac1{F(u)}\approx\frac1F\left(1+\frac{|u|}{y}\right).$$

The field is weaker off centre, so each interval of potential occupies more length and $J$ is raised. At large $v$ the weight is $1/\cosh u$, whose integral is $\pi$. The relative increase is $\langle|u|\rangle/y$, with

$$\langle|u|\rangle=\frac2\pi\int_0^\infty\frac{u\,du}{\cosh u}.$$

Expand $1/\cosh u=2\sum_{k\ge0}(-1)^ke^{-(2k+1)u}$ and use $\int_0^\infty ue^{-cu}du=1/c^2$. The integral is $2\sum_k(-1)^k/(2k+1)^2=2G$, where $G\approx0.916$ is Catalan's constant. Therefore

$$J\to J\left(1+\frac{4G}{\pi y}\right).$$

Here the factor is 1.063, and the closed form rises to $2.68\times10^{-5}$ A/cm². Quadrature of the rate with the full $F(u)$ gives $2.72\times10^{-5}$ A/cm². Relative to that value, the closed form is 7.3% low and the corrected one 1.5% low. At large $v$ the remainder is of second order in $1/y$, and the program tests that it stays below $10/y^2$ at the four voltages of the table below. At small $v$ the weight is $1/(\cosh u+e^{-v/2})$ instead of $1/\cosh u$, and a remainder of order $e^{-v/2}/y$ is added. The drift-diffusion solution, which assumes neither a constant field nor flat quasi-Fermi levels, also gives $2.72\times10^{-5}$ A/cm² for the space-charge region.

**Q.** Now the ideality. With $e^{qV/2kT}$ in front I would expect exactly two. Why should it be less?

**A.** Because the prefactor depends on voltage too. Define the local ideality as $m=dv/d\ln J$. From the closed form,

$$\ln J=\text{const}-\ln F+\ln s+\ln\arctan s .$$

Take the terms in turn.

- $F\propto y^{1/2}$ and $dy/dv=-1$, so $-d\ln F/dv=1/(2y)$.
- From $s^2=e^v-1$, $2s\,ds/dv=e^v=1+s^2$. Hence $d\ln s/dv=(1+s^2)/(2s^2)=\frac12(1+1/s^2)$.
- $\dfrac{d\ln\arctan s}{dv}=\dfrac{1}{(1+s^2)\arctan s}\,\dfrac{1+s^2}{2s}=\dfrac{1}{2s\arctan s}$.

Adding them and inverting,

$$m=\frac{2}{1+\dfrac1{s^2}+\dfrac1{s\arctan s}+\dfrac1y}.$$

For $v>0$ and $y>0$ every added term is positive, so within this model $m<2$. The terms in $s$ come from the reverse process, thermal generation, and from the finite density $n_i$ in the denominator of the rate; they die out as $v$ grows. The term $1/y$ comes from the field. As $V$ rises the barrier falls, $F$ decreases and the active layer widens. The current thus grows somewhat faster than $e^{v/2}$.

**Q.** Which of the two effects matters in practice?

**A.** In the model diode it depends on the voltage:

| $V$ (V) | $m$, fixed field | $m$, formula | $m$, quadrature |
|---|---|---|---|
| 0.1 | 1.780 | 1.722 | 1.718 |
| 0.2 | 1.973 | 1.890 | 1.879 |
| 0.3 | 1.996 | 1.895 | 1.877 |
| 0.4 | 1.999 | 1.873 | 1.844 |

At 0.1 V the terms in $s$ dominate. From 0.2 V upward the falling field does, and with a fixed field $m$ would be almost two. Since one effect fades and the other grows, $m$ passes through a maximum just below 1.9.

The quadrature lies slightly below the formula because the field is not uniform. The first-order correction accounts for most of the gap at 0.3 V. The factor $1+c/y$, with $c=4G/\pi=1.166$, also grows with voltage. It adds $(c/y^2)/(1+c/y)=0.0032$ to $1/m$ at 0.3 V. Then $1/m=0.5278+0.0032=0.5310$ and $m=1.883$, closer to 1.877.

**Q.** Would I measure 1.88 at the terminals?

**A.** In the model diode, somewhat less, because carriers also recombine in the neutral regions and at the contacts. At 0.3 V the terminal current is $2.92\times10^{-5}$ A/cm², of which 93.3% recombines in the space-charge region. In low injection the rest is driven by the minority density at the region's edge, about $n_i^2e^v/N$, so its logarithmic slope in $v$ is close to one. The slopes add in proportion to the currents:

$$\frac1{m_{\text{terminal}}}\approx\frac{0.933}{1.877}+0.067=0.564,\qquad m_{\text{terminal}}\approx1.8 .$$

This is an estimate, not a quantity the program computes. As $V$ rises, the neutral part gains on the recombination current roughly as $e^{v/2}$, and the terminal ideality moves towards one, as long as injection stays low and the neutral regions drop little voltage. In the model diode it is about 1.03 at 0.6 to 0.7 V and has risen again to 1.13 at 0.75 V.

**Q.** Real traps are not exactly at midgap, and their two lifetimes differ. Does the result survive?

**A.** Yes, if the lifetimes are not too unequal and the level is near enough to midgap that a bias can be large in the sense given next while $y$ is still much greater than one. First keep equal lifetimes and move the level. In the rate, $2n_i$ is replaced by $n_1+p_1=2n_i\cosh\epsilon$ with $\epsilon=(E_t-E_i)/kT$. The term $e^{-v/2}$ beside $\cosh u$ becomes $e^{-v/2}\cosh\epsilon$. If that is much less than one, the limiting current is unchanged. This needs $v/2$ well above $|\epsilon|$, while $y\gg1$ keeps $v/2$ well below $\ln(N/n_i)$, so such a bias exists only if $|\epsilon|$ is well below $\ln(N/n_i)$. For a level farther from midgap, or at lower bias, the term is not small, the rate is reduced, and the midgap formula fails.

Next keep midgap traps and let the lifetimes differ. At large $v$ the denominator is

$$\tau_pae^u+\tau_nae^{-u}=2a\sqrt{\tau_n\tau_p}\,\cosh(u-u_0),\qquad u_0=\tfrac12\ln\frac{\tau_n}{\tau_p}.$$

As a function of $u$, the peak moves to $u_0$ and keeps its shape. If $|u_0|$ is well below both $v/2$ and $u_b$, the limiting formula holds approximately, with $\tau$ replaced by $\sqrt{\tau_n\tau_p}$ and $F$ taken at the shifted peak. The first condition keeps the terms in $n_i$ negligible in the denominator of the rate, and the second keeps the peak well inside the barrier. The replacement of $\tau$ was tested by quadrature in a uniform field, where the choice of $F$ does not enter.

**Q.** And where does the whole treatment break down?

**A.** One limit is near flat band. The expansion needs $y\gg1$, so that the field changes little across the active layer. As $V$ approaches $V_{bi}$, $y$ becomes small, $a$ becomes comparable with $N$, and both the field formula and low injection are lost. The trend is visible earlier: at 0.4 V the uncorrected closed form is already 9.6% below the quadrature.

Another limit is a strong field. The emission and capture coefficients were assumed not to depend on it. In a real diode with a field near $10^5$ V/cm, as in this example, tunnelling into the traps can add appreciably to the recombination current and change its ideality. The numbers above therefore describe the model diode, and the neglect of tunnelling is safer at lower doping, where the field is weaker.

A third limit is the smooth doping. At $10^{17}$ cm⁻³ the mean spacing of the dopant ions is about 20 nm, several times the width $w$ of the active layer, so the field $F$ used here is an average over a potential that fluctuates locally.

## Calculated quantities

```
temperature T = 300 K
thermal voltage kT/q = 25.852 mV
intrinsic density ni = 1.0e+10 cm^-3
doping on each side N = 1.0e+17 cm^-3
relative permittivity = 12.0
lifetime tau = 10.0 ns
diffusion coefficient D = 20.0 cm^2/s
built-in voltage Vbi = 0.8334 V
applied voltage V = 0.30 V
v = qV/kT = 11.605 (dimensionless)
y = q(Vbi-V)/kT - 2 = 18.632 (dimensionless)
field F, formula = 8.5224e+04 V/cm
field F, drift-diffusion = 8.5106e+04 V/cm
kT/(qF) = 3.033 nm
effective width pi kT/(2qF) = 4.765 nm
depletion width 2 eps F/(qN) = 113.03 nm
density n = p at peak = 3.3105e+12 cm^-3
reference rate ni exp(v/2)/tau = 3.3105e+20 cm^-3 s^-1
J, large-v formula = 2.5273e-05 A/cm^2
J, closed form = 2.5224e-05 A/cm^2
field correction factor 1+4G/(pi y) = 1.0626
J, closed form with correction = 2.6803e-05 A/cm^2
J, quadrature with Poisson field = 2.7198e-05 A/cm^2
J, drift-diffusion, space-charge region = 2.7199e-05 A/cm^2
J, drift-diffusion, terminal = 2.9165e-05 A/cm^2
space-charge share of terminal current = 93.3 %
largest quasi-Fermi variation in region = 0.00103 kT
J if peak rate filled depletion width = 2.9977e-04 A/cm^2
correction coefficient, deep barrier = 0.5878
correction coefficient 2G/pi = 0.5831
Table: V (V) | J closed form, J quadrature (A/cm^2) |
  ideality: fixed field, formula, quadrature
  0.1 | 3.9870e-07 4.1984e-07 | 1.7797 1.7216 1.7175
  0.2 | 3.2795e-06 3.4832e-06 | 1.9725 1.8897 1.8790
  0.3 | 2.5224e-05 2.7198e-05 | 1.9961 1.8946 1.8770
  0.4 | 1.9635e-04 2.1712e-04 | 1.9994 1.8726 1.8437
```
